# Accelerator coverage in a shrinking hemispherical copper cavity: verification in Python

```python
"""Accelerator coverage in a shrinking hemispherical cavity.

Result under test: with conserved adsorbate, theta = theta0*(R0/R)**2
until theta = 1. For growth speed v = v0 + v1*theta the time to reach R is
t = (R0 - R - a*(atan(R0/a) - atan(R/a)))/v0, a = R0*sqrt(v1*theta0/v0).
theta: fractional coverage; R: cavity radius (nm); t: time (s);
v0, v1: bare speed and accelerator contribution at full coverage (nm/s).
"""
import numpy as np
from scipy.integrate import quad, solve_ivp

R0, theta0, v0, v1 = 100.0, 0.05, 0.5, 9.5


def coverage_law(radius):
    return theta0 * (R0 / radius) ** 2


def time_law(radius):
    a = R0 * np.sqrt(v1 * theta0 / v0)
    return (R0 - radius - a * (np.arctan(R0 / a) - np.arctan(radius / a))) / v0


def track_front(t_end, bare, boost, hemisphere=True, bands=32):
    """Move nodes along local normals; each band keeps its adsorbate.

    The profile runs from the cavity bottom to the rim. By symmetry the
    bottom node moves up and the rim node moves within the mouth plane.
    """
    angle = np.linspace(0.0, np.pi / 2, bands + 1)
    start = np.concatenate([R0 * np.sin(angle), -R0 * np.cos(angle)])

    def band_areas(state):
        x, z = np.split(state, 2)
        length = np.hypot(np.diff(x), np.diff(z))
        # conical band for the hemisphere, strip of unit depth for the groove
        return np.pi * (x[1:] + x[:-1]) * length if hemisphere else length

    adsorbate = theta0 * band_areas(start)

    def velocity(_, state):
        x, z = np.split(state, 2)
        theta = adsorbate / band_areas(state)
        node_theta = np.concatenate(
            [theta[:1], 0.5 * (theta[1:] + theta[:-1]), theta[-1:]])
        tx, tz = np.gradient(x), np.gradient(z)
        size = np.hypot(tx, tz)
        nx, nz = -tz / size, tx / size
        nx[0], nz[0], nx[-1], nz[-1] = 0.0, 1.0, -1.0, 0.0
        speed = bare + boost * node_theta
        return np.concatenate([speed * nx, speed * nz])

    run = solve_ivp(velocity, (0.0, t_end), start, rtol=1e-9, atol=1e-9)
    assert run.success
    final = run.y[:, -1]
    x, z = np.split(final, 2)
    radii = np.hypot(x, z)
    theta = adsorbate / band_areas(final)
    assert np.ptp(radii) / radii.mean() < 1e-5   # front stays circular
    assert np.ptp(theta) / theta.mean() < 1e-4   # coverage stays uniform
    return radii.mean(), theta.mean()


print(f"Initial radius R0 = {R0:.0f} nm, initial coverage = {theta0:.2f}")
print(f"Speeds: v0 = {v0:.1f} nm/s, v1 = {v1:.1f} nm/s")
print(f"Length a = {R0*np.sqrt(v1*theta0/v0):.2f} nm")
print(f"Fixed covered area S = {2*np.pi*R0**2*theta0:.1f} nm^2")
print(f"Initial cavity area = {2*np.pi*R0**2:.0f} nm^2")

# Coverage and time formulas against the tracked front
print("Formula history, then tracked front at the same time:")
for radius in (80.0, 60.0, 40.0, 30.0):
    t = time_law(radius)
    tracked_R, tracked_theta = track_front(t, v0, v1)
    assert abs(tracked_R / radius - 1) < 1e-5
    assert abs(tracked_theta / coverage_law(radius) - 1) < 1e-4
    print(f"R = {radius:.0f} nm: t = {t:.2f} s, "
          f"coverage = {coverage_law(radius):.4f}, "
          f"v = {v0 + v1*coverage_law(radius):.3f} nm/s; "
          f"tracked R = {tracked_R:.3f} nm, coverage = {tracked_theta:.4f}")

# Local rate 2*v*theta/R against a time difference of the tracked coverage
R_test, dt = 40.0, 0.02
t_test = time_law(R_test)
before = track_front(t_test - dt, v0, v1)[1]
after = track_front(t_test + dt, v0, v1)[1]
measured_rate = (after - before) / (2 * dt)
theta_test = coverage_law(R_test)
formula_rate = 2 * (v0 + v1 * theta_test) * theta_test / R_test
assert abs(measured_rate / formula_rate - 1) < 5e-4
print(f"Coverage rate at R = {R_test:.0f} nm: tracked {measured_rate:.5f} /s, "
      f"formula {formula_rate:.5f} /s")

# Same radius reached with a speed that ignores the accelerator
t_plain = (R0 - R_test) / v0
plain_R, plain_theta = track_front(t_plain, v0, 0.0)
assert abs(plain_R / R_test - 1) < 1e-5
assert abs(plain_theta / theta_test - 1) < 1e-4
print(f"With v1 = 0: t = {t_plain:.1f} s, R = {plain_R:.3f} nm, "
      f"coverage = {plain_theta:.4f}")

# Exponents: two curved directions versus one
exponents = []
for is_hemisphere in (True, False):
    end_R, end_theta = track_front(t_test, v0, v1, is_hemisphere)
    exponents.append(np.log(end_theta / theta0) / np.log(R0 / end_R))
    name = "hemisphere" if is_hemisphere else "groove"
    print(f"Tracked {name} at t = {t_test:.2f} s: R = {end_R:.2f} nm, "
          f"coverage = {end_theta:.4f}, exponent = {exponents[-1]:.4f}")
assert abs(exponents[0] - 2) < 1e-3
assert abs(exponents[1] - 1) < 1e-3

# Saturation and complete filling, with coverage capped at one
R_sat = R0 * np.sqrt(theta0)
t_sat = time_law(R_sat)
sat_R, sat_theta = track_front(t_sat, v0, v1)
assert abs(sat_R / R_sat - 1) < 1e-4 and abs(sat_theta - 1) < 1e-3
t_last = R_sat / (v0 + v1)
t_fill = t_sat + t_last


def capped_slowness(radius):
    theta = 1.0 if radius == 0 else min(1.0, coverage_law(radius))
    return 1.0 / (v0 + v1 * theta)


t_quad = quad(capped_slowness, 0.0, R0, points=[R_sat])[0]
assert abs(t_quad / t_fill - 1) < 1e-7
t_frozen = R0 / (v0 + v1 * theta0)
print(f"Saturation radius = {R_sat:.2f} nm, time = {t_sat:.2f} s")
print(f"Tracked coverage at that time = {sat_theta:.4f}")
print(f"Time from saturation to closure = {t_last:.2f} s")
print(f"Total fill time = {t_fill:.2f} s (quadrature {t_quad:.2f} s)")
print(f"Fill time with coverage frozen at theta0 = {t_frozen:.2f} s")
print(f"Fill time with no accelerator = {R0/v0:.1f} s")

# First-order loss breaks conservation
k = 0.02


def lossy(_, state):
    radius, theta = state
    speed = v0 + v1 * theta
    return [-speed, 2 * speed * theta / radius - k * theta]


loss_run = solve_ivp(lossy, (0.0, t_test), [R0, theta0], rtol=1e-10, atol=1e-12)
loss_R, loss_theta = loss_run.y[:, -1]
kept = loss_theta / coverage_law(loss_R)
assert loss_theta < 1
assert abs(kept / np.exp(-k * t_test) - 1) < 1e-6
print(f"Loss rate k = {k:.2f} /s, t = {t_test:.2f} s: R = {loss_R:.2f} nm, "
      f"coverage = {loss_theta:.4f}")
print(f"Inverse-square coverage at that R = {coverage_law(loss_R):.4f}")
print(f"Ratio = {kept:.4f}, exp(-k t) = {np.exp(-k*t_test):.4f}")
print("all good")
```

Printed output:

```
Initial radius R0 = 100 nm, initial coverage = 0.05
Speeds: v0 = 0.5 nm/s, v1 = 9.5 nm/s
Length a = 97.47 nm
Fixed covered area S = 3141.6 nm^2
Initial cavity area = 62832 nm^2
Formula history, then tracked front at the same time:
R = 80 nm: t = 18.37 s, coverage = 0.0781, v = 1.242 nm/s; tracked R = 80.000 nm, coverage = 0.0781
R = 60 nm: t = 31.96 s, coverage = 0.1389, v = 1.819 nm/s; tracked R = 60.000 nm, coverage = 0.1389
R = 40 nm: t = 40.31 s, coverage = 0.3125, v = 3.469 nm/s; tracked R = 40.000 nm, coverage = 0.3125
R = 30 nm: t = 42.60 s, coverage = 0.5556, v = 5.778 nm/s; tracked R = 30.000 nm, coverage = 0.5556
Coverage rate at R = 40 nm: tracked 0.05420 /s, formula 0.05420 /s
With v1 = 0: t = 120.0 s, R = 40.000 nm, coverage = 0.3125
Tracked hemisphere at t = 40.31 s: R = 40.00 nm, coverage = 0.3125, exponent = 2.0000
Tracked groove at t = 40.31 s: R = 54.78 nm, coverage = 0.0913, exponent = 1.0000
Saturation radius = 22.36 nm, time = 43.64 s
Tracked coverage at that time = 1.0000
Time from saturation to closure = 2.24 s
Total fill time = 45.87 s (quadrature 45.87 s)
Fill time with coverage frozen at theta0 = 102.56 s
Fill time with no accelerator = 200.0 s
Loss rate k = 0.02 /s, t = 40.31 s: R = 59.41 nm, coverage = 0.0633
Inverse-square coverage at that R = 0.1417
Ratio = 0.4465, exp(-k t) = 0.4465
all good
```
